# Why ultrathin transparent films shift Delta linearly but psi and reflectance quadratically

## The result

A transparent film much thinner than the wavelength, on a transparent substrate, adds to the reflected wave a small wave that is 90° out of phase with it. A small perpendicular phasor turns the original phasor at first order but changes its length only at second order. Hence, for film thickness $d$ and away from Brewster incidence,

$$\Delta-\Delta_0=O(d),\qquad \psi-\psi_0,\ R_p-R_{p0},\ R_s-R_{s0}=O(d^2).$$

The subscript 0 after a quantity marks the bare substrate. For 2 nm of an alumina-like film on fused silica at 632.8 nm and 65°, $\Delta$ moves by $-1.28^\circ$ and $\psi$ by $-0.008^\circ$.

The derivation below assumes real permittivities and a wave that propagates in the substrate. Under total reflection in lossless media, both reflectances stay at 1 and $\psi$ stays at $45^\circ$, so only $\Delta$ can respond to the film. At the Brewster angle of the bare substrate there is no p-polarized phasor to turn, and $\psi$ itself becomes linear in $d$.

## Fields and conventions

Let $e_0,e_1,e_2$ be the relative permittivities of ambient, film and substrate, with $n_j=\sqrt{e_j}$. The media are nonmagnetic and isotropic, with flat interfaces. The time factor is $e^{+i\omega t}$, so an absorbing index is $n-i\kappa$. With $z$ pointing into the sample and angle of incidence $\theta$,

$$k=\frac{2\pi}{\lambda},\qquad K=n_0k\sin\theta,\qquad q_j^2=e_jk^2-K^2 .$$

All fields vary along the surface as $e^{-iKx}$. For s polarization take $u=E_y$ and $v=-\omega\mu_0H_x$; for p polarization take $u=H_y$ and $v=\omega\varepsilon_0E_x$, where $\varepsilon_0$ is the vacuum permittivity. These are tangential fields, hence continuous at each interface. Eliminating the normal field component from Maxwell's equations gives

$$u'=-ia\,v,\qquad v'=-ib\,u,$$

with $a=1,\ b=q^2$ for s, and $a=e,\ b=k^2-K^2/e$ for p. In both cases $ab=q^2$. A wave $e^{-iqz}$ travelling into the sample has $v=Yu$ with $Y=q/a$:

$$Y=q\ \text{(s)},\qquad Y=q/e\ \text{(p)}.$$

A wave travelling back has $v=-Yu$. With a unit incident wave, the fields at the top surface are therefore $u=1+r$ and $v=Y_0(1-r)$, so

$$r=\frac{Y_0u-v}{Y_0u+v}.$$

The ellipsometric angles are defined by $r_p/r_s=\rho=\tan\psi\,e^{i\Delta}$. With these definitions $\Delta_0=180^\circ$ near normal incidence.

## The full solution and its symmetry

In the substrate, $u=t$ and $v=Y_2t$ at $z=d$. Inside the film $u''=-q_1^2u$, so $u$ is a combination of $\cos q_1(z-d)$ and $\sin q_1(z-d)$, fixed by $u(d)=t$ and $u'(d)=-iaY_2t$. With $\beta=q_1d$, the fields at the top are

$$u=t\left(\cos\beta+i\frac{Y_2}{Y_1}\sin\beta\right),\qquad v=t\,(Y_2\cos\beta+iY_1\sin\beta).$$

Inserting them in $r$ gives

$$r=\frac{(Y_0-Y_2)\cos\beta+i(Y_0Y_2/Y_1-Y_1)\sin\beta}{(Y_0+Y_2)\cos\beta+i(Y_0Y_2/Y_1+Y_1)\sin\beta}. \tag{1}$$

For real permittivities and a propagating substrate wave, $Y_0$ and $Y_2$ are real. So are $\cos\beta$, $Y_1\sin\beta$ and $(\sin\beta)/Y_1$, even when the wave in the film is evanescent, because $Y_1$ and $\beta$ are then both imaginary. Reversing the sign of $d$ changes only the sign of $\sin\beta$, which is the same as complex conjugation:

$$r(-d)=r(d)^*.$$

Negative thickness is not a physical film; it is a way to read the power series. The relation says that $|r|^2=r(d)\,r(-d)$ is even in $d$, while the phase change of $r$ is odd. $R_p$ and $R_s$ therefore have no linear term. Neither has $\tan\psi=|r_p|/|r_s|$, provided that neither bare amplitude vanishes. Nothing forbids a linear term in $\Delta$.

The argument also covers a stack of transparent layers whose thicknesses are scaled together. Each layer carries $(u,v)$ through a matrix with diagonal elements $\cos\beta$ and off-diagonal elements $i\sin\beta/Y$ and $iY\sin\beta$. Reversing all thicknesses conjugates every matrix, hence their product.

## The linear term in Delta

For small $\beta$, the ratio $v/u$ at the top is

$$\frac{Y_2+iY_1\beta}{1+i(Y_2/Y_1)\beta}\approx Y_2+i\beta\,\frac{Y_1^2-Y_2^2}{Y_1}.$$

Since $r=(Y_0-Y)/(Y_0+Y)$ with $Y=v/u$, we have $dr/dY=-2Y_0/(Y_0+Y)^2$. Dividing by the bare $r=(Y_0-Y_2)/(Y_0+Y_2)$,

$$\delta\ln r=-2i\,\frac{\beta}{Y_1}\,\frac{Y_0(Y_1^2-Y_2^2)}{Y_0^2-Y_2^2}. \tag{2}$$

This is purely imaginary: a phase change and no change of modulus.

For s polarization $\beta/Y_1=d$ and $Y_i^2-Y_j^2=k^2(e_i-e_j)$, so

$$\delta\ln r_s=-2iq_0d\,\frac{e_2-e_1}{e_2-e_0}.$$

For p polarization $\beta/Y_1=e_1d$, $Y_0=q_0/e_0$ and $Y_j^2=k^2/e_j-K^2/e_j^2$. The difference of two such squares factorizes:

$$Y_i^2-Y_j^2=\frac{e_j-e_i}{e_ie_j}\left[k^2-K^2\left(\frac1{e_i}+\frac1{e_j}\right)\right].$$

Equation (2) then becomes

$$\delta\ln r_p=-2iq_0d\,\frac{e_2-e_1}{e_2-e_0}\;\frac{k^2-K^2(1/e_1+1/e_2)}{k^2-K^2(1/e_0+1/e_2)}.$$

Because $\ln\rho=\ln r_p-\ln r_s$, we need the last fraction minus one. That is $K^2(1/e_0-1/e_1)$ divided by the same denominator. Inserting $K^2=e_0k^2\sin^2\theta$ and $q_0=n_0k\cos\theta$,

$$\boxed{\Delta-\Delta_0\approx-\frac{A\,d}{\cos^2\theta-(e_0/e_2)\sin^2\theta}} \tag{3}$$

$$A=\frac{4\pi n_0\cos\theta\sin^2\theta}{\lambda}\,\frac{(e_2-e_1)(e_1-e_0)}{e_1(e_2-e_0)} .$$

The result is in radians. It vanishes at normal incidence, where s and p are equivalent, and at grazing incidence. It also vanishes when the film matches either neighbour, since the film is then merely more substrate or more ambient. When $e_2>e_0$, a film with permittivity between those of its neighbours and a film denser than the substrate shift $\Delta$ in opposite directions.

## The physical cause

Equation (2) refers phases to the top surface, so it mixes film response with the displacement of that surface. To separate them, refer the phase to the substrate surface by multiplying $r$ by $e^{2iq_0d}$, which adds $2iq_0d$ to $\delta\ln r$. For s polarization the sum is $2iq_0d(e_1-e_0)/(e_2-e_0)$. The bare amplitude obeys

$$\frac{r}{Y_0^2-Y_2^2}=\frac1{(Y_0+Y_2)^2}=\frac{(1+r)^2}{4Y_0^2},$$

and for s polarization $Y_0^2-Y_2^2=-k^2(e_2-e_0)$. Therefore

$$\delta r_s=-\frac{ik^2d}{2q_0}(e_1-e_0)(1+r_s)^2 .$$

The factor $e_1-e_0$ measures the excess polarization of the film over the ambient it replaces. One factor $1+r_s$ is the surface field that drives it; the other accounts for the direct emission plus its reflection from the substrate.

For p polarization, use $q_0=e_0Y_0$ and $e_jY_j^2=k^2-K^2/e_j$. The same addition gives

$$\delta\ln r_p=-\frac{2iY_0d}{Y_0^2-Y_2^2}\left[K^2\left(\frac1{e_0}-\frac1{e_1}\right)-(e_1-e_0)Y_2^2\right].$$

Multiplying by $r_p$ and using $Y_2(1+r_p)=Y_0(1-r_p)$,

$$\delta r_p=-\frac{id}{2Y_0}\left[K^2\left(\frac1{e_0}-\frac1{e_1}\right)(1+r_p)^2-(e_1-e_0)Y_0^2(1-r_p)^2\right].$$

The two terms come from dipoles normal to the surface and in the plane.

Every factor except $-i$ is real. A transparent substrate reflects with a real amplitude, so the tangential surface fields are in phase or in antiphase with the incident wave. A transparent film polarizes in step with its field. The radiated field follows the current, which is the time derivative of the polarization, and so stands at 90° to it. The factor $e^{2iq_0d}$ is the same for s and p and cancels in $\rho$.

This picture fixes the order of the modulus change but not its coefficient. Two effects produce in-phase terms of order $d^2$: the film alters its own driving field, and the field of the bare surface varies across the film's thickness. Both are needed for the correct coefficient.

## The quadratic terms

Take the squared modulus of (1). The squared numerator and denominator differ by $4Y_0Y_2\cos^2\beta+4Y_0Y_2\sin^2\beta=4Y_0Y_2$. Hence

$$1-R=\frac{4Y_0Y_2}{(Y_0+Y_2)^2\cos^2\beta+(Y_0Y_2/Y_1+Y_1)^2\sin^2\beta}.$$

Replace $\cos^2\beta$ by $1-\sin^2\beta$ and use

$$\left(\frac{Y_0Y_2}{Y_1}+Y_1\right)^2-(Y_0+Y_2)^2=\frac{(Y_1^2-Y_0^2)(Y_1^2-Y_2^2)}{Y_1^2}.$$

Since $1-R_0=4Y_0Y_2/(Y_0+Y_2)^2$,

$$1-R=\frac{1-R_0}{1+G\sin^2\beta},\qquad G=\frac{(Y_1^2-Y_0^2)(Y_1^2-Y_2^2)}{Y_1^2(Y_0+Y_2)^2}. \tag{4}$$

For a thin film $\delta R\approx(1-R_0)G\beta^2$. From $\tan^2\psi=R_p/R_s$, taking logarithms and differentiating gives $4\,\delta\psi/\sin2\psi_0$ on the left, so

$$\delta\psi\approx\frac{\sin2\psi_0}{4}\left(\frac{\delta R_p}{R_{p0}}-\frac{\delta R_s}{R_{s0}}\right). \tag{5}$$

## What happens at the Brewster angle

Let $\theta_2$ be the refraction angle. Snell's law gives $q_0:q_2=\cot\theta:\cot\theta_2$, and for p polarization $Y_0:Y_2=\sin2\theta:\sin2\theta_2$. The bare amplitudes are then

$$r_s=-\frac{\sin(\theta-\theta_2)}{\sin(\theta+\theta_2)},\qquad r_p=\frac{\sin(\theta-\theta_2)\cos(\theta+\theta_2)}{\sin(\theta+\theta_2)\cos(\theta-\theta_2)},$$

so $\rho_0=-\cos(\theta+\theta_2)/\cos(\theta-\theta_2)$. The denominator in (3) equals $\cos^2\theta-\sin^2\theta_2=\cos(\theta+\theta_2)\cos(\theta-\theta_2)$. Multiplying $\rho_0$ by $1+i(\Delta-\Delta_0)$ cancels the vanishing factor:

$$\rho=\rho_0+\frac{iA\,d}{\cos^2(\theta-\theta_2)}+O(d^2). \tag{6}$$

The imaginary addition stays finite through the Brewster angle, $\tan\theta=n_2/n_0$, where $\rho_0=0$. There $\theta_2=90^\circ-\theta$, so $\cos(\theta-\theta_2)=\sin2\theta=2n_0n_2/(e_0+e_2)$, while $n_0\cos\theta\sin^2\theta=e_0e_2/(e_0+e_2)^{3/2}$. This leaves

$$\rho\approx\frac{i\pi d\sqrt{e_0+e_2}}{\lambda}\,\frac{(e_2-e_1)(e_1-e_0)}{e_1(e_2-e_0)} .$$

Now $\psi\approx|\rho|$ is linear in $d$ and $\Delta$ is near $\pm90^\circ$. The reflectance $R_p$, being the square of a linear amplitude, is still quadratic, as is $R_s$. Near this angle, (3) is usable only while the shift it predicts is much smaller than one radian.

## How large: 2 nm on fused silica

Take $n_0=1$, $n_1=1.65$, $n_2=1.457$, $\lambda=632.8$ nm, $\theta=65^\circ$ and $d=2$ nm. The permittivities are $e_1=2.7225$ and $e_2=2.1228$. The material factor in $A$ is

$$\frac{(-0.5997)(1.7225)}{(2.7225)(1.1228)}=-0.338,$$

and $4\pi\cos\theta\sin^2\theta/\lambda=0.00689$ nm$^{-1}$, so $A=-0.00233$ nm$^{-1}$. The denominator in (3) is $0.1786-0.3869=-0.2083$. The slope is $-0.01118$ rad/nm, or $-0.641^\circ$/nm, which gives $-1.281^\circ$ for 2 nm. The full solution also gives $-1.281^\circ$.

For the quadratic terms, $\beta=0.02738$. With $R_{s0}=0.2110$ and $G_s=0.2223$,

$$\delta R_s=0.7890\times0.2223\times0.02738^2=1.31\times10^{-4}.$$

With $R_{p0}=0.01429$ and $G_p=-0.01064$, $\delta R_p=-7.9\times10^{-6}$. The relative changes are $+6.2\times10^{-4}$ and $-5.5\times10^{-4}$. Since $\psi_0=14.59^\circ$, (5) gives $\delta\psi=-1.43\times10^{-4}$ rad, or $-0.0082^\circ$.

The full amplitudes show the mechanism. Relative to the bare surface, $r_p$ is multiplied by $0.999635-0.013391i$ and $r_s$ by $1.000271+0.008958i$. The imaginary parts carry the phase. The perpendicular part alone would lengthen $r_p$ by a fraction $0.0134^2/2=9\times10^{-5}$ of its bare length, but the in-phase term of $-3.65\times10^{-4}$, on the same scale, outweighs it and $r_p$ becomes shorter. These factors refer to the top surface, and the split between the two parts depends on that choice. Referred to the substrate surface, the p factor is $0.999719+0.003389i$, with the same modulus.

The scaling, at fixed angle and indices, is as follows.

| $d$ (nm) | $\delta\Delta$ (deg) | $\delta\psi$ (deg) | $\delta R_s$ |
|---|---|---|---|
| 1 | −0.641 | −0.00205 | $3.29\times10^{-5}$ |
| 2 | −1.281 | −0.0082 | $1.31\times10^{-4}$ |
| 4 | −2.557 | −0.0327 | $5.25\times10^{-4}$ |

Doubling the thickness doubles the first column of shifts and multiplies the others by about four. A change of $0.01^\circ$ needs 0.016 nm of film in $\Delta$ but 2.2 nm in $\psi$. The first figure is smaller than an atom; it describes a change of average optical thickness, not a layer.

The bare Brewster angle is $55.54^\circ$. There the 2 nm film gives $\psi=0.34^\circ$ and $\Delta=-92.3^\circ$; the departure from $-90^\circ$ comes from terms beyond the linear one. At $0.22^\circ$ above the Brewster angle the shift of $\Delta$ has already fallen to $45^\circ$ in magnitude.

## What to do about it

**Measure the sine of Delta.** On a bare transparent substrate $\Delta_0$ is $0^\circ$ or $180^\circ$, where $\cos\Delta$ is stationary. In the example $\cos\Delta$ changes by only $2.5\times10^{-4}$, whereas $\sin\Delta$ changes by 0.022. An instrument that records only $\cos\Delta$ turns the linear signal back into a quadratic one. A suitable compensator gives access to $\sin\Delta$.

**Choose the angle for signal and tolerance together.** At fixed thickness, the shift of $\Delta$ is $+0.26^\circ$ at $30^\circ$, $+3.38^\circ$ at $52^\circ$ and $-0.50^\circ$ at $75^\circ$. Working closer to Brewster increases the signal, but the p-polarized light becomes weak and the response to angle steep.

**Fix the film index independently.** The linear signal contains only the product $d(e_2-e_1)(e_1-e_0)/e_1$. A film of index 1.75 and thickness 1.199 nm also gives $-1.281^\circ$. In the ultrathin regime a fit of both $d$ and $n_1$ to $\Delta$ at one wavelength has no unique answer. Changing the angle does not help at this order, because the same product multiplies every angle.

**Suppress the back-side reflection.** For the bare plate, the first beam returned from the rear face carries 97% of the front-beam power in p and 62% in s. If it is collected incoherently from the coated plate, it changes the apparent $\Delta$ by $+0.71^\circ$ and $\psi$ by $+1.42^\circ$; collecting all the back-side beams gives $+0.72^\circ$ and $+1.29^\circ$. Roughening or index-matching the rear face, or separating the beams in space, reduces this error; what remains depends on how much back-side light still reaches the detector.

**Well away from the Brewster angle, do not read thickness from psi.** At $65^\circ$ an angle error of $0.01^\circ$ moves $\psi$ by $0.015^\circ$, more than the film does, but $\Delta$ by only $0.0015^\circ$. The balance depends on angle. At $52^\circ$ the film moves $\psi$ by $0.023^\circ$, already more than such an error does. At the Brewster angle the roles are reversed: the film gives $\psi=0.34^\circ$, and the same angle error moves $\psi$ by less than $0.001^\circ$ but $\Delta$ by $2.7^\circ$. Weak absorption also breaks the symmetry. The coefficient in (2) is then complex, so $\psi$ and both reflectances generally acquire linear terms. With $\kappa=0.001$ in the film, $\psi$ moves by a further $-0.0019^\circ$, about a quarter of the film's quadratic signal.

The chosen indices are rough typical values for atomic-layer-deposited alumina and fused silica; the index of a real film depends on its growth. An index higher by 0.05 changes the shift of $\Delta$ by $-0.41^\circ$, about a third of the signal. The same increase for the normal field component alone changes it by $+0.15^\circ$. A 0.5 nm rough layer placed on top of the film, modelled as an equal Bruggeman mixture of film and air (permittivity 1.72), adds $+0.14^\circ$; other common mixing rules give between $+0.10^\circ$ and $+0.18^\circ$. Its sign is opposite to the film's because the mixture has a lower permittivity than the substrate. A polished surface may carry a modified layer. If that layer were 20 nm thick with an index higher by 0.01, it would add $-0.50^\circ$ to $\Delta$ and $-0.036^\circ$ to $\psi$. The bare substrate should therefore be measured first and its $\Delta$ used as the reference. Against that reference the 2 nm film shifts $\Delta$ by $-1.273^\circ$ instead of $-1.281^\circ$. The layered surface no longer reflects with a real amplitude, however, so $\psi$ gains a term linear in $d$ and moves by $-0.015^\circ$ instead of $-0.008^\circ$. A uniform index is itself an approximation for a film a few atoms thick, so the thickness obtained is an optical equivalent. The numerical output lists most of these values together with the full solutions.

## Calculated quantities

```
wavelength 632.8 nm, photon energy 1.9593 eV
index: film 1.65, substrate 1.457; angle 65.0 deg; film 2.0 nm
Brewster angle of bare substrate 55.537 deg
rp bare -0.11956, Rp bare 0.01429; r film/bare 0.999635 -0.013391 i
  contrast factor G for p: -0.01064
rs bare -0.45937, Rs bare 0.21102; r film/bare 1.000271 +0.008958 i
  contrast factor G for s: +0.22228
film phase beta 0.02738 rad
bare psi 14.5886 deg, bare Delta 0.0000 deg
formula: Delta slope -0.6406 deg/nm, at 2.0 nm -1.2812 deg
formula at 2.0 nm: dpsi -0.00819 deg, dRp -7.866e-06, dRs +1.315e-04
full solution against thickness:
  1.0 nm: dDelta -0.6405 deg, dpsi -0.00205 deg, dRp -1.966e-06, dRs +3.287e-05
  2.0 nm: dDelta -1.2806 deg, dpsi -0.00819 deg, dRp -7.864e-06, dRs +1.314e-04
  4.0 nm: dDelta -2.5574 deg, dpsi -0.03269 deg, dRp -3.143e-05, dRs +5.250e-04
full solution against angle, 2.0 nm:
  30.0 deg: dDelta +0.2627 deg, dpsi +0.00604 deg
  45.0 deg: dDelta +1.0253 deg, dpsi +0.01432 deg
  52.0 deg: dDelta +3.3799 deg, dpsi +0.02320 deg
  60.0 deg: dDelta -2.7908 deg, dpsi -0.00495 deg
  75.0 deg: dDelta -0.4981 deg, dpsi -0.00623 deg
at Brewster, 2.0 nm: psi 0.3395 deg, Delta -92.318 deg
  formula psi at Brewster 0.3397 deg
Delta shift is 45 deg at 0.224 deg above Brewster
thickness for a 0.01 deg change of Delta: 0.0156 nm
thickness for a 0.01 deg change of psi: 2.2104 nm
same linear signal: index 1.75, 1.1990 nm, dDelta -1.2810 deg
neglected effects, extra change of Delta and psi (deg):
  film kappa 0.001: +0.00023, -0.00194
  film index +0.05: -0.41276, -0.00280
  normal film index +0.05: +0.15263, +0.00051
  0.5 nm roughness on top: +0.14235, -0.00271
  20 nm polish layer, index +0.01: -0.50286, -0.03570
  angle error 0.01 deg: +0.00148, +0.01472
  back-side beam: +0.71228, +1.42415
back/front beam power, bare plate: p 0.9716, s 0.6225
```
